Why tree diagrams in spinor QED have symmetry factor one

**Definitions and conventions**

Units are ħ = c = 1 and the metric is (+,−,−,−). The interaction Lagrangian of spinor QED is

L_int = −e ψ̄ γ^μ ψ A_μ = −e ψ̄ A̸ ψ,

with no additional numerical factor. A correlation function has external fields at distinguishable points, which will be called labelled ends. Replacing these ends by external wave functions, each with its own label, does not change the combinatorics.

A contraction is one complete pairing of the fields in Wick's theorem, with the interaction points named x₁,…,xₙ. A diagram is the set of all contractions that differ only in those names. Its weight w is the number multiplying its value once all these contractions have been added, and its symmetry factor is S = 1/w. Fermion signs belong to the value, not to S.

The result is that every connected tree diagram with n ≥ 1 vertices and labelled ends has S = 1. Two reasons suggest themselves: the three fields at a vertex are distinct, and relabelling the vertices cancels 1/n!. They are not sufficient, because some vacuum diagrams of the same theory have S = 2. The cancellation also requires that no relabelling except the identity leaves a contraction unchanged. The labelled ends guarantee this.

**From the Dyson series to a weight**

The term of order n is

(1/n!) (−ie)ⁿ ∫d⁴x₁…d⁴xₙ ⟨T [external fields] (ψ̄A̸ψ)(x₁)…(ψ̄A̸ψ)(xₙ)⟩.

The factor 1/n! comes from expanding the exponential of i∫d⁴x L_int. Wick's theorem turns the expectation value into a sum over contractions. Draw each contraction as a graph, with a directed electron edge from ψ̄ to ψ and an undirected photon edge between two A fields.

Each vertex has one ψ̄, one ψ and one A. The graph with named vertices therefore states which field is paired with which, and it corresponds to one contraction. No extra factor arises from choosing a leg at a vertex. This is what the distinctness of the three fields contributes.

Now let π be a permutation of the vertex names. It changes neither the value nor the sign of a contraction:

- The points x₁,…,xₙ are integration variables, so they may be renamed.
- Each vertex contains two fermion fields. Moving one vertex past another takes 2 × 2 = 4 exchanges of single fermion fields, an even number, and gives no minus sign.

Let Aut(C) be the set of permutations that leave a contraction C unchanged. Two permutations π and σ give the same contraction when σ⁻¹π belongs to Aut(C). Each distinct contraction is thus produced by |Aut(C)| of the n! permutations, and the diagram contains n!/|Aut(C)| contractions. Its weight is

w = (1/n!) · n!/|Aut(C)| = 1/|Aut(C)|, so S = |Aut(C)|.

It remains to show that |Aut(C)| = 1.

**Why labelled ends make the diagram rigid**

Suppose that π leaves C unchanged. It does not move the external points, since only vertices are renamed. Start from one of these fixed points and follow its edge to a node b. After the renaming, the same field is connected to π(b). The contraction is unchanged and a field has one partner, so π(b) = b.

The argument can be repeated at b. Its ψ̄, ψ and A each have one partner, and π cannot exchange their roles because the fields differ. Every neighbour of b is therefore fixed as well. In a connected diagram every vertex is reached in this way, so π is the identity and

|Aut(C)| = 1, w = 1, S = 1.

A tree always has an end from which to start. Let f be the number of open electron lines and p the number of external photons. There are 2f + p ends and n + 2f + p nodes. Each vertex supplies three fields and each end supplies one, and every edge uses two fields:

number of edges = (3n + 2f + p)/2.

A connected tree has one edge fewer than it has nodes:

(3n + 2f + p)/2 = n + 2f + p − 1.

Multiplying by 2 and collecting terms gives

n = 2f + p − 2.

Without ends this would require n = −2, which is impossible.

The rigidity argument did not use the absence of loops. It holds for every connected QED diagram with at least one labelled end. Trees are the case in which such an end is guaranteed.

**The smallest case with an exchanged photon**

Take electron–electron scattering at n = 2, with external fields ψ(a), ψ(b), ψ̄(c) and ψ̄(d). One contraction has the electron lines

c → x₁ → a and d → x₂ → b,

with a photon between x₁ and x₂. Exchanging the vertex names gives

c → x₂ → a and d → x₁ → b.

These are different contractions, because c is now attached to a different named vertex. After integration both have the same value I, and the Dyson series gives

(1/2!)(I + I) = I.

The second diagram connects c to b and d to a. It also has two contractions and weight one. Relative to the first diagram, the partners of ψ(a) and ψ(b) have been exchanged. This is an odd permutation of fermion fields, so the two diagrams have opposite signs. The numerical check finds these signs from the field ordering.

**Where the factor does not cancel**

*Vacuum diagrams.* At n = 2 without ends there are two connected contractions. In one, a single electron loop passes through both vertices and a photon joins them. In the other, each vertex has its own electron loop and a photon joins the loops. Exchanging x₁ and x₂ returns the same contraction in both cases. Each diagram contains one contraction instead of two, so

w = 1/2! = 1/2, S = 2.

The fields at each vertex are as distinct as before. What is missing is a fixed point.

*Identical fields at a vertex.* Consider a real scalar field with interaction gφ³. Each vertex now has 3! arrangements of its legs. A graph with named vertices no longer fixes a single contraction, so for this theory a diagram means all contractions that differ in the vertex names, in the arrangement of the legs at each vertex, or in both. In a tree with labelled ends all of them give different contractions: each leg of a vertex leads to a branch, each branch contains at least one end, and the ends cannot be exchanged. The n! renamings of the vertices give different named graphs as well, because following the tree inward from the fixed ends fixes every vertex. A tree therefore has

n! (3!)ⁿ

contractions, which is 2 · 36 = 72 at n = 2. Writing the coupling as g/3! removes (3!)ⁿ, and the weight is again one. For trees, then, distinct fields decide whether the coupling needs a 1/3!. They are not what makes the diagram rigid.

With loops the distinction matters more. The two connected two-point diagrams of φ³ theory at n = 2 have 36 contractions each, half of 72, and so S = 2 with the coupling g/3!. In one diagram the two lines joining the vertices can be exchanged. In the other, the two ends of a line that starts and finishes at the same vertex can be exchanged. QED forbids both exchanges, because the legs concerned carry different fields.

*Unlabelled sources.* If photons come from one classical source J, with i∫d⁴x J·A in the exponent, the ends are themselves integrated over. At second order in J and zeroth order in e there is one contraction, with D_μν(x−y) the contraction of A_μ(x) with A_ν(y):

(1/2!) i² ∫d⁴x d⁴y J^μ(x) D_μν(x−y) J^ν(y).

The weight is 1/2, although the graph is a tree. Differentiating with respect to J at two separate points labels the ends and restores weight one. The factor 1/2 arises because this graph has no labelled end at all. An electron line with labelled ends that absorbs p photons from the same source J still has weight one: the labelled ends fix every vertex and every source point, so the p! namings of the source points cancel the 1/p! from the expansion in J.

**An independent count of the trees**

The weights can also be obtained without naming any vertices. Replace the fields by commuting numbers, set all propagators and the coupling to one, and take the exponent W/ħ with

W = −ψ̄ψ − A²/2 + ψ̄Aψ + η̄ψ + ψ̄η + JA.

Here ħ is kept as a counting parameter. Propagators scale as ħ, while vertices and sources scale as 1/ħ. A connected diagram with L loops then scales as ħ^(L−1), so the trees are the leading term, given by the stationary value of W. The stationarity conditions are

ψ = η + Aψ, ψ̄ = η̄ + Aψ̄, A = J + ψ̄ψ.

With ψ = ηu, ψ̄ = η̄u and x = η̄η they become

u = 1 + Au, A = J + xu².

Since ψ is the derivative of the stationary W with respect to η̄, one η̄ end has already been labelled. Labelling the remaining f − 1 ends of this kind, the f ends of η and the p ends of J gives

sum of tree weights = f! (f−1)! p! × [coefficient of x^(f−1) J^p in u].

For f = 2 and p = 1, use u = 1 + A + A² + … and A = J + x(1 + 2J) + …, where only terms that can contribute to xJ are needed. The term A contributes 2 and A² contributes 2, so the coefficient is 4. The sum of weights is 2! · 1! · 1! · 4 = 8. Direct enumeration finds 48 contractions in 8 diagrams, or 6 = 3! in each. The sum of the weights equals the number of diagrams, as weight one requires. This commuting model checks weights but not fermion signs.

**How large the effect is: three soft photons**

Let an off-shell electron line absorb three photons of zero momentum, polarized along the three spatial axes. In this section S stands for the electron propagator and w for the denominator q² − m², not for the symmetry factor and the weight. With S(p) = (p̸ − m)⁻¹, each photon inserts eε̸ᵢ between two factors of S. The factors of i combine to one overall i: for three photons, i⁴(−i)³ = i. This i and e³ are removed below. Here n = 3, and there are 3! = 6 photon orderings.

The same quantity follows from the propagator in a constant background,

(p̸ − m − Σᵢ tᵢε̸ᵢ)⁻¹ = S(q), q = p − Σᵢ tᵢεᵢ.

Its derivative with respect to t₁, t₂ and t₃ at tᵢ = 0 is the sum of the six orderings, each with coefficient one. No 1/n! appears in this calculation. For the trace,

tr S(q) = 4m/w, w = q² − m² = E² − Σᵢ(pᵢ − tᵢ)² − m².

Since ∂w/∂tᵢ = 2(pᵢ − tᵢ) and the mixed second derivatives of w vanish,

∂³(1/w)/∂t₁∂t₂∂t₃ = (−6/w⁴)(2p₁)(2p₂)(2p₃) = −48 p₁p₂p₃/w⁴.

Multiplication by 4m gives −192 m p₁p₂p₃/(p² − m²)⁴.

Take E = 0.5 m and momentum components 0.2 m, 0.3 m and 0.4 m. Then p² − m² = −1.04 m² and p₁p₂p₃ = 0.024 m³, so

trace = −192 × 0.024/(1.04)⁴ m⁻⁴ = −3.939 m⁻⁴.

The Dyson series has 36 contractions, six for each ordering. Their traces add up to −23.634 m⁻⁴, and division by 3! gives −3.939 m⁻⁴. The finite-difference derivative of the full matrix agrees with the weighted sum to 1.2 × 10⁻⁸ m⁻⁴ in every element.

Each ordering contributes the same trace, −0.6565 m⁻⁴. The trace is linear in each polarization vector and can depend only on scalar products. The polarizations are mutually orthogonal, which leaves (ε₁·p)(ε₂·p)(ε₃·p) times a function of p² and m. Changing the order renames the polarizations, and this product is unaffected. The argument concerns the trace, not the individual matrix elements.

Keeping 1/n! after drawing each diagram once would make this amplitude too small by a factor of 6, and the tree-level rate of a physical process with n = 3 too small by 36. All trees of a given process have the same n, so the error is a common factor. It does not show up in the relative sizes of the diagrams or in the on-shell gauge cancellation between them. It does show up wherever different orders n are compared or added, as in the off-shell Ward–Takahashi identity, which relates order n to order n − 1, or in the expansion of the propagator in a background field.

**What to do in a calculation**

1. Label every external particle, including identical ones.
2. Draw each distinct way of connecting the labelled ends once. Two drawings that differ only in the names or positions of the vertices are the same diagram.
3. Give each diagram weight one, with −ieγ^μ at each vertex.
4. For trees, determine relative fermion signs from the permutation of the external fermion fields. With loops, each closed electron loop adds a factor −1, and two diagrams that differ in the direction of a loop are drawn separately when reversing it gives a different directed graph, as for the three-photon triangle.
5. For identical particles in the final state, count each physical configuration once when integrating over momenta. For two such particles, an integral over all momenta together with a sum over their spins or polarizations counts each configuration twice and needs a factor 1/2. This factor belongs to the rate, not to any diagram.

Computed results

```
QED trees (pure counts):
 f  p  n  contractions  diagrams  per diagram  n!  classical count
 1  1  1             1         1            1   1                1
 1  2  2             4         2            2   2                2
 2  0  2             4         2            2   2                2
 1  3  3            36         6            6   6                6
 2  1  3            48         8            6   6                8
 1  4  4           576        24           24  24               24
 2  2  4           960        40           24  24               40
 3  0  4           864        36           24  24               36
fermion signs of the two electron-electron trees: [-1, 1]
Connected QED loop diagrams with external points (pure counts):
 n=2 f=1 p=0: diagrams 2, contractions per diagram 2, n! = 2
 n=2 f=0 p=2: diagrams 1, contractions per diagram 2, n! = 2
 n=3 f=1 p=1: diagrams 6, contractions per diagram 6, n! = 6
 n=4 f=1 p=0: diagrams 10, contractions per diagram 24, n! = 24
QED vacuum diagrams at n=2: contractions per diagram [1, 1]
 their symmetry factors: [2, 2]
phi^3, n=2: n! (3!)^n = 72
 four-point trees, contractions per diagram: [72, 72, 72]
 two-point loops, contractions per diagram: [36, 36]
Three soft photons on an electron line (hbar = c = m = 1, e^3 removed):
 energy 0.5 m, momentum [0.2, 0.3, 0.4] m
 p^2 - m^2 = -1.0400 m^2
 labelled contractions 36, orderings 6
 photon order (1, 2, 3): copies 6, trace -0.656490 m^-4
 photon order (1, 3, 2): copies 6, trace -0.656490 m^-4
 photon order (2, 1, 3): copies 6, trace -0.656490 m^-4
 photon order (2, 3, 1): copies 6, trace -0.656490 m^-4
 photon order (3, 1, 2): copies 6, trace -0.656490 m^-4
 photon order (3, 2, 1): copies 6, trace -0.656490 m^-4
 trace of all labelled contractions: -23.633626 m^-4
 same divided by 3!: -3.938938 m^-4
 trace from background-field derivative: -3.938938 m^-4
 trace from closed formula: -3.938938 m^-4
 largest matrix-element difference: 1.2e-08 m^-4
```
